# Interface Occupancy of Segregated Dopants from the McLean Relation

## Question

A silicide contact is annealed on a doped semiconductor. Dopant atoms can sit on bulk sites of the semiconductor or on special sites at the silicide-semiconductor interface. Moving one dopant from a bulk site to an interface site releases the energy \(E=0.50\) eV, called the segregation gain. The anneal temperature is \(T=773\) K. When equilibrium has been reached, a fraction \(x=1.0\times10^{-4}\) of the bulk sites is occupied by dopants.

Use this model:

- Each site holds at most one dopant, and all interface sites are equivalent.
- Dopants do not interact, so \(E\) does not depend on how many interface sites are filled.
- Segregation changes no entropy other than that of arranging dopants on sites.

These are round model parameters and describe no particular material. The Boltzmann constant is \(k=8.617333\times10^{-5}\) eV/K. The occupancy \(\theta\) is the fraction of interface sites that hold a dopant.

## Part (a)

**Derive the equilibrium relation between \(\theta\), \(x\), \(E\) and \(T\) by counting arrangements.**

**Answer.** Let there be \(N_I\) interface sites, \(N_B\) bulk sites and \(n\) dopants in all. If \(m\) dopants are at the interface, \(n-m\) are in the bulk. Relative to the state with every dopant in the bulk, the energy is \(-mE\), because each transfer releases \(E\). The Boltzmann factor is therefore \(\exp(+mE/kT)\). Multiplying it by the number of arrangements on each set of sites gives the statistical weight

\[
W(m)=\binom{N_I}{m}\binom{N_B}{n-m}\,e^{mE/kT}.
\]

The most probable \(m\) is found from the ratio of neighbouring weights. From the factorials,

\[
\binom{N_I}{m+1}\bigg/\binom{N_I}{m}=\frac{N_I-m}{m+1},
\]

\[
\binom{N_B}{n-m-1}\bigg/\binom{N_B}{n-m}=\frac{n-m}{N_B-n+m+1}.
\]

Hence

\[
\frac{W(m+1)}{W(m)}=\frac{N_I-m}{m+1}\;\frac{n-m}{N_B-n+m+1}\;e^{E/kT}.
\]

Both fractions fall as \(m\) grows, so the ratio passes through 1 at most once, from above to below. The weight then has a single maximum where the ratio equals 1. For large numbers of sites and dopants the added 1 in each denominator can be dropped. With \(\theta=m/N_I\) and \(x=(n-m)/N_B\), the condition becomes

\[
\frac{1-\theta}{\theta}\;\frac{x}{1-x}\;e^{E/kT}=1,
\]

or

\[
\boxed{\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{E/kT}}
\]

This is the McLean relation. The factor \(1-\theta\) expresses site blocking: a dopant can enter only an empty interface site.

The most probable occupancy may be used as the mean because the distribution is narrow. Near its maximum, \(W(m)\) is close to a Gaussian whose variance \(\sigma^2\) follows from the slope of \(\ln[W(m+1)/W(m)]\):

\[
\frac1{\sigma^2}=\frac1m+\frac1{N_I-m}+\frac1{n-m}+\frac1{N_B-n+m}.
\]

The first two terms add up to \(1/[N_I\theta(1-\theta)]\), and the other two are positive. The spread of the occupancy, \(\sigma/N_I\), is therefore at most \(\sqrt{\theta(1-\theta)/N_I}\) in this approximation, and it vanishes for a large interface.

## Part (b)

**Solve for \(\theta\) and calculate its value for the given data.**

**Answer.** Call the right-hand side of the McLean relation \(a\). Then \(\theta=a(1-\theta)\), so \(\theta(1+a)=a\) and

\[
\theta=\frac{a}{1+a},\qquad a=\frac{x}{1-x}\,e^{E/kT}.
\]

The thermal energy is

\[
kT=(8.617333\times10^{-5}\ \text{eV/K})(773\ \text{K})=0.066612\ \text{eV}.
\]

The exponent and the Boltzmann factor are

\[
\frac{E}{kT}=\frac{0.50}{0.066612}=7.506,\qquad e^{E/kT}=1819.2,
\]

where the unrounded exponent has been used in the exponential. Then

\[
a=\frac{1.0\times10^{-4}}{0.9999}\times1819.2=0.18194,
\]

\[
\theta=\frac{0.18194}{1.18194}=0.1539.
\]

About 15 percent of the interface sites are occupied. A direct sum of the weights \(W(m)\) over all \(m\), for a large bulk reservoir, gives the same value to the digits shown in the numerical output.

The interface is enriched by the factor \(\theta/x=1539\). This is less than the Boltzmann factor 1819, because the McLean relation gives \(\theta/x=e^{E/kT}(1-\theta)/(1-x)\), and 15 percent of the interface sites are no longer available.

## Part (c)

**A student ignores site blocking and writes \(\theta\approx x\,e^{E/kT}\). How large is the error here, and when is the estimate acceptable?**

**Answer.** The estimate gives \(1.0\times10^{-4}\times1819.2=0.1819\). To find its error in general, divide it by the McLean value. Since \(x\,e^{E/kT}=(1-x)a\),

\[
\frac{x\,e^{E/kT}}{\theta}=(1-x)\,a\,\frac{1+a}{a}=(1-x)(1+a).
\]

For the present data this is \(0.9999\times1.18194=1.182\). The estimate is too high by 18 percent of the McLean value.

The relative error is \((1-x)(1+a)-1=x(e^{E/kT}-1)\). For \(x\ll1\) and \(e^{E/kT}\gg1\), as here, it is close to \(a\), so the estimate is acceptable when \(a\ll1\), that is, when few interface sites are filled. In the opposite limit, \(a\gg1\), the estimate can exceed 1, which is impossible for an occupancy. The McLean result then gives

\[
1-\theta=\frac{1}{1+a}\approx\frac1a,
\]

so the interface approaches full occupancy with a small fraction of empty sites.

## Part (d)

**Find how \(\theta\) responds to small changes of \(E\) and \(T\) at fixed \(x\). Then find \(\theta\) for \(E=0.45\) and \(0.55\) eV at 773 K, and for \(T=673\) and \(873\) K at 0.50 eV. Is a linear estimate good enough?**

**Answer.** Take the logarithm of the McLean relation:

\[
\ln\theta-\ln(1-\theta)=\ln\frac{x}{1-x}+\frac{E}{kT}.
\]

The differential of the left side is

\[
\left(\frac1\theta+\frac1{1-\theta}\right)d\theta=\frac{d\theta}{\theta(1-\theta)}.
\]

At fixed \(x\), the differential of the right side is \(dE/kT-E\,dT/(kT^2)\). Therefore

\[
\frac{\partial\theta}{\partial E}=\frac{\theta(1-\theta)}{kT},\qquad
\frac{\partial\theta}{\partial T}=-\frac{\theta(1-\theta)E}{kT^2}.
\]

Numerically,

\[
\frac{\partial\theta}{\partial E}=\frac{0.15393\times0.84607}{0.066612\ \text{eV}}=1.955\ \text{eV}^{-1},
\]

\[
\frac{\partial\theta}{\partial T}=-1.955\ \text{eV}^{-1}\times\frac{0.50\ \text{eV}}{773\ \text{K}}=-1.265\times10^{-3}\ \text{K}^{-1}.
\]

A larger gain fills the interface, and a higher temperature empties it. The direct values from the McLean relation can be compared with the linear estimates:

| \(E\) (eV) | \(T\) (K) | McLean \(\theta\) | Linear estimate |
|---|---|---|---|
| 0.45 | 773 | 0.079 | 0.056 |
| 0.55 | 773 | 0.278 | 0.252 |
| 0.50 | 673 | 0.357 | 0.280 |
| 0.50 | 873 | 0.071 | 0.027 |

The linear estimate is too low in all four cases. The reason is the sign of the curvature. Differentiating once more gives

\[
\frac{\partial^2\theta}{\partial E^2}=\frac{\theta(1-\theta)(1-2\theta)}{(kT)^2},
\]

\[
\frac{\partial^2\theta}{\partial T^2}=\frac{\theta(1-\theta)}{T^2}\left[(1-2\theta)\left(\frac{E}{kT}\right)^2+\frac{2E}{kT}\right].
\]

Both are positive for \(\theta<1/2\), which holds throughout these ranges. The curve therefore lies above its tangent. The slopes serve for small changes, but changes of 0.05 eV or 100 K need the full relation.

The table also limits the precision that should be claimed. If the gain were known only to within 0.05 eV, the occupancy could lie anywhere between about 8 and 28 percent. The further digits of 0.15393 are useful for checking arithmetic, not for predicting a real contact.

## Part (e)

**At what temperature would half the interface sites be occupied, if \(x\) stayed at \(1.0\times10^{-4}\)? Explain the direction of the temperature dependence.**

**Answer.** Half filling means \(\theta/(1-\theta)=1\), so \(a=1\):

\[
e^{E/kT_{1/2}}=\frac{1-x}{x}.
\]

Taking the logarithm and solving for the temperature gives

\[
T_{1/2}=\frac{E}{k\ln[(1-x)/x]}
=\frac{0.50\ \text{eV}}{(8.617333\times10^{-5}\ \text{eV/K})\ln 9999}=630\ \text{K}.
\]

The energy favours the interface, while the entropy of arrangement favours the dilute bulk, where a dopant has many empty sites to choose from. Heating gives the entropy more weight. In the limit \(E/kT\to0\), the McLean relation gives \(\theta\to x\), and the enrichment disappears. In the limit \(T\to0\) at fixed \(x\), it gives \(\theta\to1\).

These are equilibrium statements. Dopants must diffuse to reach the interface, and diffusion slows on cooling. A contact that has reached equilibrium at 773 K and is then cooled quickly can therefore keep an occupancy near its 773 K value instead of reaching the larger equilibrium value at a lower temperature.

## Part (f)

**Now suppose that \(1.0\times10^{-4}\) is the bulk site fraction \(x_0\) before segregation, with the interface initially empty. The doped layer has \(R=10\,000\) bulk sites per interface site, and no dopants leave the system. Find the new occupancy at 773 K. When may depletion of the bulk be neglected?**

**Answer.** Conservation of dopants requires \(N_Bx_0=N_Bx+N_I\theta\). Dividing by \(N_B\) and using \(R=N_B/N_I\),

\[
x=x_0-\frac{\theta}{R}.
\]

Write \(K=e^{E/kT}\). The McLean relation without fractions is \(\theta(1-x)=Kx(1-\theta)\). Inserting \(x\) gives

\[
\theta(1-x_0)+\frac{\theta^2}{R}
=Kx_0-Kx_0\theta-\frac{K\theta}{R}+\frac{K\theta^2}{R}.
\]

Collecting all terms on one side,

\[
A\theta^2-B\theta+C=0,
\]

with

\[
A=\frac{K-1}{R},\qquad B=1-x_0+Kx_0+\frac KR,\qquad C=Kx_0.
\]

The left side is positive at \(\theta=0\), where it equals \(C\). At \(\theta=1\) it equals \(A-B+C=-1+x_0-1/R\), which is negative here. Since \(A>0\), one root lies between 0 and 1 and the other above 1. The smaller root is the physical one. Multiplying the numerator and denominator of the usual formula by \(B+\sqrt{B^2-4AC}\) avoids subtracting two nearly equal numbers:

\[
\theta=\frac{B-\sqrt{B^2-4AC}}{2A}=\frac{2C}{B+\sqrt{B^2-4AC}}.
\]

The coefficients are \(A=0.18182\), \(B=0.9999+0.18192+0.18192=1.36374\) and \(C=0.18192\). The square root is 1.3143, so

\[
\theta=\frac{0.36384}{1.36374+1.3143}=0.1359.
\]

The occupancy is now 13.6 percent instead of 15.4 percent. The bulk fraction left is

\[
x=1.0\times10^{-4}-\frac{0.1359}{10\,000}=8.64\times10^{-5}.
\]

To end with \(x=1.0\times10^{-4}\) and the occupancy of part (b), the same layer would have to start with

\[
x_0=1.0\times10^{-4}+\frac{0.1539}{10\,000}=1.154\times10^{-4}.
\]

Depletion may be neglected when \(\theta/R\ll x\), or \(R\gg\theta/x\). This condition is sufficient. To first order the relative drop of \(\theta\) is \((1-\theta)\,\theta/(Rx)\), so for a nearly full interface the condition is stricter than needed. For the data of part (b) this means \(R\gg1539\). The enrichment factor thus has a second meaning: it is the number of bulk sites that together hold as many dopants, on average, as one interface site. With \(R=10\,000\) the condition is only moderately well met, which is why the correction is visible.

The direct sum over \(W(m)\) for this finite layer differs from the root by \(7.16\times10^{-5}\) for 200 interface sites and by \(7.15\times10^{-6}\) for 2000, both as absolute differences in \(\theta\). The difference shrinks as the system grows, as expected for a relation derived for large numbers.

## Part (g)

**Which features of a real contact could change the result, and what does the calculated occupancy not tell us?**

**Answer.** First, the gain may contain entropy. If segregation changes the vibrational entropy by \(\Delta S\) per dopant, \(E\) must be replaced by the free energy gain \(E+T\Delta S\). This multiplies \(a\) by \(e^{\Delta S/k}\).

Second, dopants at 15 percent occupancy may interact. In a mean-field description, let the interaction energy of the interface be \(N_Iw\theta^2/2\). Because \(\theta=m/N_I\), adding one dopant costs the derivative with respect to \(m\), which is \(w\theta\). The gain becomes \(E-w\theta\), and the occupancy must be found self-consistently from

\[
\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{(E-w\theta)/kT}.
\]

Repulsion, \(w>0\), lowers the occupancy, and attraction raises it. For strong attraction, \(w<-4kT\), the equation can have more than one solution, but only if also \(\ln a<-2\), with \(a\) as in part (b). The present data give \(\ln a=-1.70\), so the solution stays unique. Where several solutions exist and the bulk acts as a reservoir at fixed \(x\), the equilibrium is the solution with the lowest free energy. In a closed layer, as in part (f), the interface can instead split into dilute and dense patches whose total free energy lies below that of any uniform occupancy.

Charge can be a strong source of repulsion. If the segregated dopants are ionised and their charge is screened by the metal across a distance \(d\), a plate-capacitor estimate gives \(w=e^2N_sd/\varepsilon\), where \(N_s\) is the number of interface sites per unit area. For \(N_s\approx7\times10^{14}\ \text{cm}^{-2}\), \(d=0.1\) nm and the permittivity of silicon, \(w\) is about 1 eV and \(\theta\) falls to about 0.06. This is a rough estimate, but it shows that the non-interacting value need not hold at this occupancy.

Third, interface sites may differ in energy. Each kind of site then has its own gain and its own McLean occupancy, and the total is the average weighted by the number of sites of each kind.

Fourth, the contact may not reach equilibrium during the anneal. In crystalline silicon, for example, ordinary dopant diffusion at 773 K is far too slow to equilibrate a layer about a micrometre thick within hours. The McLean occupancy then need not describe the contact.

The model also leaves out the silicide itself, which can take up dopants and so compete with the interface.

Finally, \(\theta\) counts atoms on interface sites. It does not say how many of them are electrically active, and it becomes an areal density only after multiplication by the number of interface sites per unit area. The effect on the contact resistance therefore cannot be read from \(\theta\) alone.

## Table of computed values

```
Segregation gain E = 0.50 eV
Temperature T = 773 K
Equilibrium bulk site fraction x = 1.0e-04
Boltzmann constant k = 8.617333e-05 eV/K
Thermal energy kT = 0.066612 eV
E/kT = 7.5062 (no unit)
Boltzmann factor exp(E/kT) = 1819.2 (no unit)
Ratio a = theta/(1-theta) = 0.18194 (no unit)
McLean occupancy theta = 0.15393 = 15.39 percent
Canonical sum, large reservoir = 0.15393 (site fraction)
Unsaturated estimate x exp(E/kT) = 0.18192 (site fraction)
Unsaturated estimate too high by 18.2 percent
Enrichment theta/x = 1539 (no unit)
Slope with gain = 1.9552 per eV
Slope with temperature = -1.265e-03 per K
Occupancy at E = 0.45 eV, 773 K = 0.0791
Occupancy at E = 0.55 eV, 773 K = 0.2782
Occupancy at 0.50 eV, T = 673 K = 0.3569
Occupancy at 0.50 eV, T = 873 K = 0.0715
Half-filling temperature = 630.0 K
Finite layer: bulk sites per interface site R = 10000
Finite layer: initial bulk site fraction x0 = 1.0e-04
Finite layer: occupancy = 0.13586 (site fraction)
Finite layer: bulk site fraction left = 8.6414e-05
Initial fraction needed to end at x = 1e-4: 1.1539e-04
Sum minus root, 200 interface sites: 7.2e-05 (absolute)
Sum minus root, 2000 interface sites: 7.1e-06 (absolute)
```
